# Conductance Peak of Interface Traps Spread Continuously in Energy: a numerical check

```python
"""
Conductance of interface traps with a continuous energy distribution.

Result under test: for constant trap density D (per area and energy),
    G_p/omega = e^2 D ln(1+x^2)/(2x),   x = omega*tau,   tau = 1/(c n_s),
with its maximum 0.402 e^2 D at x = 1.980.
Symbols: c capture coefficient, n_s surface electron density,
z = (E-E_F)/kT trap energy, f0 = 1/(1+exp(z)) equilibrium occupation.
Reduced conductance means G_p/(omega e^2 D); reduced capacitance C_p/(e^2 D).
"""
import numpy as np
from scipy.constants import e, k
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import expit, lambertw


def law(x):
    return np.log1p(x * x) / (2 * x)


def simulate_traps(x, amplitude=0.02, steps=2000):
    """Integrate the nonlinear rate equations; time is in units of tau.

    Returns level energies, their spacing, and for each level the lagging
    and in-phase occupation amplitudes per unit reduced drive."""
    dz = 0.25
    z = np.arange(-56, 57) * dz
    f0 = expit(-z)
    emission = np.exp(z)
    period = 2 * np.pi / x
    periods = int(np.ceil(25 / period)) + 1
    h = period / steps
    phase = 2 * np.pi * np.arange(steps) / steps
    sine, cosine = np.sin(phase), np.cos(phase)
    density = np.exp(amplitude * sine)
    f = f0.copy()
    lag, inphase = np.zeros_like(z), np.zeros_like(z)
    for p in range(periods):
        for j in range(steps):
            if p == periods - 1:
                lag -= (f - f0) * cosine[j]
                inphase += (f - f0) * sine[j]
            now, new = density[j], density[(j + 1) % steps]
            rate = now * (1 - f) - emission * f
            f = (f + h / 2 * (rate + new)) / (1 + h / 2 * (new + emission))
    scale = 2 / (steps * amplitude)
    return z, dz, lag * scale, inphase * scale


# Fine energy grid for sums over trap levels
DZ = 0.1
Z = np.arange(-400, 401) * DZ
F0 = expit(-Z)
WEIGHT = expit(-Z) * expit(Z)


def level_sum(x, s=0.0):
    """Reduced conductance for D proportional to exp(s*z)."""
    loss = x * F0 / (1 + (x * F0) ** 2)
    return DZ * np.sum(np.exp(s * Z) * WEIGHT * loss)


def find_peak(function, low, high):
    """Maximum of function(x), searched in ln x."""
    res = minimize_scalar(lambda y: -function(np.exp(y)),
                          bounds=(np.log(low), np.log(high)),
                          method="bounded", options={"xatol": 1e-9})
    return np.exp(res.x), -res.fun


# Closed form of the maximum against maximization of the energy sum
u_peak = -2 / lambertw(-2 * np.exp(-2), 0).real
x_peak = np.sqrt(u_peak - 1)
height = x_peak / (1 + x_peak ** 2)
x_num, height_num = find_peak(level_sum, 0.1, 50)
assert abs(x_num - x_peak) < 1e-5
assert abs(height_num - height) < 1e-9
scan = np.logspace(-4, 6, 4001)
assert np.sum(np.diff(np.sign(np.diff(law(scan)))) != 0) == 1

print("Peak of the continuum law")
print(f"u = 1+(omega tau)^2 at peak: {u_peak:.5f}")
print(f"omega tau at peak: {x_peak:.5f}")
print(f"peak G_p/(omega e^2 D): {height:.5f}")
print(f"inverse of peak factor: {1 / height:.4f}")

# Time-domain rate equations against the single-level and continuum laws
print("Time integration: omega tau, reduced G_p/omega (simulated, law),")
print("  reduced C_p (simulated, law)")
for x in (0.3, x_peak, 10.0):
    z, dz, lag, inphase = simulate_traps(x)
    f0 = expit(-z)
    single = f0 * (1 - f0) / (1 + 1j * x * f0)
    assert np.max(np.abs(lag + single.imag)) < 2e-4
    assert np.max(np.abs(inphase - single.real)) < 2e-4
    g_sim, c_sim = dz * lag.sum(), dz * inphase.sum()
    g_law, c_law = law(x), np.arctan(x) / x
    # drive amplitude 0.02 leaves nonlinear errors of order 1e-4
    assert abs(g_sim / g_law - 1) < 5e-4
    assert abs(c_sim / c_law - 1) < 5e-4
    print(f"  {x:.3f}  {g_sim:.4f} {g_law:.4f}  {c_sim:.4f} {c_law:.4f}")

# Height and position of the single-level peak, found numerically
for level in (-1.0, 0.0, 1.5):
    occ = expit(-level)
    xs, hs = find_peak(lambda x: (occ * (1 - occ) /
                                  (1 + 1j * x * occ)).imag * -1, 0.01, 1000)
    assert abs(xs * occ - 1) < 1e-5
    assert abs(hs - occ * (1 - occ) / 2) < 1e-9

# Energy window of the loss at the peak
loss_weight = WEIGHT * x_peak * F0 / (1 + (x_peak * F0) ** 2)
mean_z = np.sum(Z * loss_weight) / loss_weight.sum()
mean_z2 = np.sum(Z ** 2 * loss_weight) / loss_weight.sum()
spread_z = np.sqrt(mean_z2 - mean_z ** 2)


def occupation_integral(s, x=x_peak):
    """Same quantity as level_sum, as an integral over occupation."""
    return quad(lambda f: ((1 - f) / f) ** s * x * f / (1 + (x * f) ** 2),
                0, 1, epsabs=1e-11, epsrel=1e-11, limit=200)[0]


ds = 0.02
j_minus, j_zero, j_plus = [occupation_integral(s) for s in (-ds, 0, ds)]
assert abs((j_plus - j_minus) / (2 * ds * j_zero) - mean_z) < 3e-3
assert abs((j_plus + j_minus - 2 * j_zero) / (ds ** 2 * j_zero)
           / mean_z2 - 1) < 5e-3
print("Energy window of the loss at the peak")
print(f"mean (E-E_F)/kT: {mean_z:.3f}")
print(f"standard deviation of (E-E_F)/kT: {spread_z:.3f}")

# Worked example: areal quantities per cm^2
temperature = 300.0
trap_density = 1e12      # cm^-2 eV^-1
cross_section = 1e-16    # cm^2
speed = 1e7              # cm/s
n_surface = 1e13         # cm^-3
c_ins = 0.30e-6          # F/cm^2
c_dep = 0.05e-6          # F/cm^2
kt_ev = k * temperature / e
tau = 1 / (cross_section * speed * n_surface)
quantum_cap = e * trap_density


def measured(omega):
    """Measured conductance and capacitance from the full circuit."""
    response = DZ * np.sum(WEIGHT / (1 + 1j * omega * tau * F0))
    y_trap = 1j * omega * quantum_cap * response
    y = 1 / (1 / (1j * omega * c_ins) + 1 / (1j * omega * c_dep + y_trap))
    return y.real, y.imag / omega


def corrected(omega):
    """G_p/omega from the measured pair and the insulator capacitance."""
    g, c = measured(omega)
    return omega * c_ins ** 2 * g / (g ** 2 + omega ** 2 * (c_ins - c) ** 2)


def raw(omega):
    return measured(omega)[0] / omega


w_peak, g_peak = find_peak(corrected, 1e2, 1e7)
w_raw, g_raw = find_peak(raw, 1e2, 1e7)
d_found = g_peak / (height * e)
tau_found = x_peak / w_peak
d_raw = g_raw / (height * e)
tau_raw = x_peak / w_raw
assert abs(d_found / trap_density - 1) < 1e-6
assert abs(tau_found / tau - 1) < 1e-5
assert abs(d_raw / trap_density - 1) > 0.1

print("Worked example, inputs")
print(f"temperature: {temperature:.0f} K;  kT: {kt_ev:.5f} eV")
print(f"trap density D: {trap_density:.2e} cm^-2 eV^-1")
print(f"capture cross section: {cross_section:.1e} cm^2")
print(f"thermal speed: {speed:.1e} cm/s")
print(f"surface electron density: {n_surface:.1e} cm^-3")
print(f"insulator capacitance: {c_ins * 1e6:.3f} uF/cm^2")
print(f"depletion capacitance: {c_dep * 1e6:.3f} uF/cm^2")
print("Worked example, results")
print(f"tau: {tau * 1e6:.2f} us")
print(f"e^2 D: {quantum_cap * 1e6:.5f} uF/cm^2")
print("f (Hz), C_m, G_m/omega, G_p/omega (all uF/cm^2)")
for freq in (300.0, 1000.0, w_peak / (2 * np.pi), 10000.0, 100000.0):
    w = 2 * np.pi * freq
    g_m, c_m = measured(w)
    assert abs(corrected(w) / (quantum_cap * law(w * tau)) - 1) < 1e-8
    print(f"  {freq:.1f}  {c_m * 1e6:.5f}  {g_m / w * 1e6:.5f}"
          f"  {corrected(w) * 1e6:.5f}")
print(f"corrected peak frequency: {w_peak / (2 * np.pi):.1f} Hz")
print(f"corrected peak height: {g_peak * 1e6:.5f} uF/cm^2")
print(f"recovered D: {d_found:.4e} cm^-2 eV^-1")
print(f"recovered tau: {tau_found * 1e6:.3f} us")
print(f"raw peak frequency: {w_raw / (2 * np.pi):.1f} Hz")
print(f"raw peak height: {g_raw * 1e6:.5f} uF/cm^2")
print(f"D from raw peak: {d_raw:.3e} cm^-2 eV^-1")
print(f"tau from raw peak: {tau_raw * 1e6:.2f} us")

# Exponential energy dependence of D, referred to D at the Fermi level
small = 0.01
h_plus = find_peak(lambda x: level_sum(x, small), 0.1, 50)[1]
h_minus = find_peak(lambda x: level_sum(x, -small), 0.1, 50)[1]
assert abs((h_plus - h_minus) / (2 * small) - height * mean_z) < 1e-3
print("Exponential tail: E0 (eV), kT/E0, omega tau at peak,")
print("  peak G_p/(omega e^2 D(E_F)), extracted D / D(E_F)")
for e0 in (0.10, 0.05):
    s = kt_ev / e0
    xt, ht = find_peak(lambda x: level_sum(x, s), 0.05, 100)
    assert abs(occupation_integral(s, xt) - ht) < 1e-6
    print(f"  {e0:.2f}  {s:.4f}  {xt:.3f}  {ht:.4f}  {ht / height:.3f}")

# Gaussian spread of surface potential, in units of kT/e
sigma = 2.0
dv = 0.1
v = np.arange(-160, 161) * dv
patch = np.exp(-v ** 2 / (2 * sigma ** 2))
patch /= patch.sum()
x_spread, h_spread = find_peak(
    lambda x: np.sum(patch * law(x * np.exp(v))), 0.05, 100)
h_levels = sum(p * level_sum(x_spread * np.exp(a)) for p, a in zip(patch, v))
h_quad = quad(lambda a: np.exp(-a * a / (2 * sigma ** 2))
              / (sigma * np.sqrt(2 * np.pi)) * law(x_spread * np.exp(-a)),
              -16, 16, epsabs=1e-10, limit=200)[0]
assert abs(h_levels - h_spread) < 1e-7
assert abs(h_quad - h_spread) < 1e-7
assert h_spread < height
print("Surface-potential spread")
print(f"standard deviation: {sigma:.1f} kT/e")
print(f"omega tau at peak (tau at mean potential): {x_spread:.3f}")
print(f"peak G_p/(omega e^2 D): {h_spread:.4f}")
print(f"extracted D / true D with uniform rule: {h_spread / height:.3f}")

print("checks complete")
```

It prints:

```
Peak of the continuum law
u = 1+(omega tau)^2 at peak: 4.92155
omega tau at peak: 1.98029
peak G_p/(omega e^2 D): 0.40237
inverse of peak factor: 2.4853
Time integration: omega tau, reduced G_p/omega (simulated, law),
  reduced C_p (simulated, law)
  0.300  0.1436 0.1436  0.9715 0.9715
  1.980  0.4024 0.4024  0.5571 0.5571
  10.000  0.2308 0.2308  0.1471 0.1471
Energy window of the loss at the peak
mean (E-E_F)/kT: -0.365
standard deviation of (E-E_F)/kT: 1.467
Worked example, inputs
temperature: 300 K;  kT: 0.02585 eV
trap density D: 1.00e+12 cm^-2 eV^-1
capture cross section: 1.0e-16 cm^2
thermal speed: 1.0e+07 cm/s
surface electron density: 1.0e+13 cm^-3
insulator capacitance: 0.300 uF/cm^2
depletion capacitance: 0.050 uF/cm^2
Worked example, results
tau: 100.00 us
e^2 D: 0.16022 uF/cm^2
f (Hz), C_m, G_m/omega, G_p/omega (all uF/cm^2)
  300.0  0.12311  0.00516  0.01484
  1000.0  0.11880  0.01559  0.04242
  3151.7  0.09943  0.02944  0.06447
  10000.0  0.07029  0.02808  0.04718
  100000.0  0.04596  0.00758  0.01056
corrected peak frequency: 3151.7 Hz
corrected peak height: 0.06447 uF/cm^2
recovered D: 1.0000e+12 cm^-2 eV^-1
recovered tau: 100.000 us
raw peak frequency: 5058.0 Hz
raw peak height: 0.03122 uF/cm^2
D from raw peak: 4.842e+11 cm^-2 eV^-1
tau from raw peak: 62.31 us
Exponential tail: E0 (eV), kT/E0, omega tau at peak,
  peak G_p/(omega e^2 D(E_F)), extracted D / D(E_F)
  0.10  0.2585  2.699  0.4008  0.996
  0.05  0.5170  4.275  0.4803  1.194
Surface-potential spread
standard deviation: 2.0 kT/e
omega tau at peak (tau at mean potential): 2.426
peak G_p/(omega e^2 D): 0.2370
extracted D / true D with uniform rule: 0.589
checks complete
```
